# Transport and Elastic Cross Sections of the Screened-Rutherford Law, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the potential to the ratio

Q: Models of scanning electron metrology give two elastic cross sections for the same atom. An electron either collides with the atom or it does not. Why is one number not enough?

A: Because collisions differ in what they do to the direction of flight. Let $\theta$ be the angle between the directions before and after a collision, and let $d\sigma/d\Omega$ be the differential cross section. The elastic cross section counts all collisions equally:

$$\sigma_{el}=\int\frac{d\sigma}{d\Omega}\,d\Omega .$$

An elastic collision with an atom too heavy to recoil leaves the electron's speed unchanged, but reduces its momentum along the old direction from $p$ to $p\cos\theta$. The fraction lost is $1-\cos\theta$. The transport cross section uses this fraction as a weight:

$$\sigma_{tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .$$

Hence $\sigma_{tr}/\sigma_{el}$ is the mean of $1-\cos\theta$ per collision. If most deflections are small, the first number can be large while the second is small.

Q: The ratio then depends on the angular law. You use the screened-Rutherford law. Is it a fitted curve, or does it follow from a potential?

A: It follows from a Yukawa potential in the first Born approximation. Take a nucleus of charge $Ze$ whose field is screened over a length $R$:

$$V(r)=-\frac{A}{r}e^{-r/R},\qquad A=\frac{Ze^2}{4\pi\varepsilon_0}.$$

The minus sign expresses attraction. For an electron of mass $m$, energy $E$ and wavenumber $k$, with $E=\hbar^2k^2/2m$, the Schrödinger equation reads

$$(\nabla^2+k^2)\psi=\frac{2m}{\hbar^2}V\psi .$$

The outgoing solution of $(\nabla^2+k^2)G=\delta(\mathbf r)$ is $G=-e^{ikr}/(4\pi r)$. Therefore

$$\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}-\frac{m}{2\pi\hbar^2}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}V(r')\psi(\mathbf r')\,d^3r' .$$

Far away, $|\mathbf r-\mathbf r'|\approx r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase and $\approx r$ in the denominator. The Born approximation replaces $\psi(\mathbf r')$ under the integral by the incident wave. With $\mathbf k'=k\hat{\mathbf r}$ and $\mathbf q=\mathbf k'-\mathbf k$, the coefficient of $e^{ikr}/r$ is

$$f=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf q\cdot\mathbf r}V(r)\,d^3r .$$

Q: That is still a three-dimensional integral. Show me how the screening length gets into the angle.

A: The average of $e^{-i\mathbf q\cdot\mathbf r}$ over the directions of $\mathbf r$ is

$$\frac12\int_{-1}^{1}e^{-iqru}\,du=\frac{\sin qr}{qr}.$$

The volume element becomes $4\pi r^2dr$, so

$$f=-\frac{2m}{\hbar^2q}\int_0^\infty rV(r)\sin(qr)\,dr
=\frac{2mA}{\hbar^2q}\int_0^\infty e^{-r/R}\sin(qr)\,dr .$$

The two minus signs have cancelled. The last integral is an imaginary part:

$$\operatorname{Im}\int_0^\infty e^{-(1/R-iq)r}\,dr
=\operatorname{Im}\frac{1}{1/R-iq}
=\frac{q}{q^2+1/R^2}.$$

Thus

$$f=\frac{2mA}{\hbar^2}\,\frac{1}{q^2+1/R^2}.$$

In elastic scattering $|\mathbf k'|=|\mathbf k|=k$, so $q^2=k^2+k^2-2k^2\cos\theta=2k^2(1-\cos\theta)$. The flux scattered into unit solid angle, divided by the incident flux density, is $|f|^2$. Taking $2k^2$ out of the denominator of $f$ gives

$$\frac{d\sigma}{d\Omega}=\left(\frac{mA}{\hbar^2k^2}\right)^2
\frac{1}{[1-\cos\theta+1/(2k^2R^2)]^2}.$$

Write this as

$$\frac{d\sigma}{d\Omega}=\frac{C}{(1-\cos\theta+2a)^2},\qquad
a=\frac{1}{4k^2R^2},\qquad C=\left(\frac{A}{2E}\right)^2 .$$

The last equality uses $\hbar^2k^2=2mE$. Note the convention: the constant in the denominator is $2a$. If it were called $a$, the later formulas that contain $a$ would change.

Q: Does this return Rutherford's law when the screening is removed?

A: Yes. For $R\to\infty$, $a\to0$. Since $1-\cos\theta=2\sin^2(\theta/2)$,

$$\frac{d\sigma}{d\Omega}\to\frac{C}{4\sin^4(\theta/2)}
=\left(\frac{A}{4E}\right)^2\frac{1}{\sin^4(\theta/2)} .$$

This is the Rutherford cross section, including its prefactor.

Q: It is infinite at $\theta=0$. I suspect that the elastic cross section will be a delicate quantity.

A: It is, and the integral shows how delicate. Put $x=1-\cos\theta$, so that $dx=\sin\theta\,d\theta$. The law does not depend on azimuth, hence $d\Omega=2\pi\,dx$, with $x$ running from 0 (forward) to 2 (backward). Then

$$\int_0^2\frac{dx}{(x+2a)^2}
=\frac{1}{2a}-\frac{1}{2+2a}
=\frac{(1+a)-a}{2a(1+a)}
=\frac{1}{2a(1+a)},$$

and multiplication by $2\pi C$ gives

$$\sigma_{el}=\frac{\pi C}{a(1+a)} .$$

At fixed $C$ this grows as $1/a$ when $a$ becomes small. Through $a=1/(4k^2R^2)$ it grows as $R^2$, so a small relative error in the screening length is doubled in $\sigma_{el}$.

Q: The transport integral has the extra factor $x$, which vanishes in the forward direction. Does that remove the divergence?

A: It reduces the divergence to a logarithm. Write the numerator as $x=(x+2a)-2a$:

$$\int_0^2\frac{x\,dx}{(x+2a)^2}
=\int_0^2\frac{dx}{x+2a}-2a\int_0^2\frac{dx}{(x+2a)^2}.$$

The first integral is $\ln[(2+2a)/(2a)]=\ln(1+1/a)$. The second was found above, and $2a$ times it is $1/(1+a)$. So

$$\sigma_{tr}=2\pi C\left[\ln\left(1+\frac1a\right)-\frac{1}{1+a}\right].$$

Q: Then divide the two, and show me where the factors go.

A: Dividing by $\sigma_{el}$ means multiplying by $a(1+a)/(\pi C)$. The factor $\pi C$ cancels and 2 remains:

$$\frac{\sigma_{tr}}{\sigma_{el}}
=2a(1+a)\left[\ln\left(1+\frac1a\right)-\frac{1}{1+a}\right].$$

Multiplying the bracket by $1+a$ turns its last term into 1:

$$\boxed{\frac{\sigma_{tr}}{\sigma_{el}}
=2a\left[(1+a)\ln\left(1+\frac1a\right)-1\right]}$$

This holds for every $a>0$. The constant $C$ has dropped out, so the ratio needs the angular law alone. The Born approximation and the Yukawa potential enter when $a$ is computed as $1/(4k^2R^2)$.

Q: A mean of $1-\cos\theta$ could lie anywhere between 0 and 2. Which values can this formula take?

A: Values between 0 and 1, rising steadily with $a$. To see this, find the fraction of collisions with $1-\cos\theta$ below a given $x$. The normalized density is $2a(1+a)/(x+2a)^2$, so the fraction is

$$P(x)=2a(1+a)\left[\frac{1}{2a}-\frac{1}{x+2a}\right]=\frac{(1+a)x}{x+2a}.$$

Its derivative with respect to $a$, at fixed $x$, is

$$\frac{\partial P}{\partial a}
=\frac{x(x+2a)-2x(1+a)}{(x+2a)^2}
=\frac{x(x-2)}{(x+2a)^2},$$

which is negative for $0<x<2$. A larger $a$ therefore moves collisions to larger angles. An integration by parts gives the mean of $x$ as $\int_0^2[1-P(x)]\,dx$, so the mean rises with $a$.

For the upper end, set $u=1/a$ and let $u\to0$. With $\ln(1+u)=u-u^2/2+u^3/3-\dots$,

$$\left(1+\frac1u\right)\ln(1+u)
=1+\left(1-\frac12\right)u+\left(-\frac12+\frac13\right)u^2+\dots
=1+\frac u2-\frac{u^2}{6}+\dots$$

Subtracting 1 and multiplying by $2/u$ gives

$$\frac{\sigma_{tr}}{\sigma_{el}}=1-\frac{1}{3a}+O(a^{-2}).$$

The value 1 belongs to isotropic scattering, for which the mean of $\cos\theta$ is zero. That agrees with the law itself: when $2a\gg2$, its denominator hardly depends on angle.

Q: Now the other end. You call it weak screening, but a small $a$ sounds like a small amount of something. Which way round is it?

A: Small $a$ means $kR\gg1$: the potential extends over many reduced wavelengths $1/k$. The screening is weak in the sense that it alters the Coulomb field far out, and therefore alters the scattering at small angles. A long screening length or a high energy both lead there.

Split the logarithm, $\ln(1+1/a)=\ln(1/a)+\ln(1+a)$, and use

$$(1+a)\ln(1+a)=(1+a)\left(a-\frac{a^2}{2}+\dots\right)=a+\frac{a^2}{2}+O(a^3).$$

The bracket of the ratio becomes

$$\ln\frac1a-1+a\ln\frac1a+a+\frac{a^2}{2}+O(a^3),$$

and multiplication by $2a$ gives

$$\frac{\sigma_{tr}}{\sigma_{el}}
=2a\left[\ln\frac1a-1\right]+2a^2\left[\ln\frac1a+1\right]+a^3+O(a^4).$$

The first term is the weak-screening limit.

Q: If $a$ is tiny, $\ln(1/a)$ is large. Why carry the $-1$?

A: Because the logarithm grows slowly. Let $L=\ln(1/a)$. Dropping the $-1$ replaces $L-1$ by $L$, an error of $1/(L-1)$ relative to the limit. To bring it down to 1 percent one needs $L\approx101$, or $a\approx e^{-101}$. By contrast, the error of the limit that keeps the $-1$ is, relative to the full ratio and to leading order,

$$-a\,\frac{L+1}{L-1}.$$

This falls almost in proportion to $a$. The limit also has a visible boundary: it becomes zero at $a=1/e$ and negative beyond, whereas the full ratio is positive. Near that boundary the full formula must be used.

Q: Where does the logarithm come from physically? I should like to see which collisions produce it.

A: Look at equal steps of $\ln x$. Since $dx=x\,d(\ln x)$, the contribution to $\sigma_{tr}$ per unit of $\ln x$ is proportional to

$$\frac{x^2}{(x+2a)^2}.$$

For $x\gg2a$ this is nearly 1. Each doubling of $x$ then adds the same amount, from $x\approx2a$ up to the largest value, 2. The number of doublings grows as $\ln(1/a)$.

The corresponding weight for $\sigma_{el}$ is $x/(x+2a)^2$. Its logarithm has the derivative $1-2x/(x+2a)$ with respect to $\ln x$, which vanishes at $x=2a$. For small angles $x\approx\theta^2/2$, so this maximum lies at

$$\theta_s\approx2\sqrt a=\frac{1}{kR}.$$

Elastic collisions gather around $\theta_s$, while the transport cross section draws on the whole range between $\theta_s$ and the backward direction.

Q: So if I move the screening length a little, the two cross sections should respond very differently.

A: They do. At fixed energy $C$ is fixed, and for small $a$

$$\sigma_{el}\approx\frac{\pi C}{a},\qquad
\sigma_{tr}\approx2\pi C\left[\ln\frac1a-1\right].$$

Doubling $R$ divides $a$ by 4. It multiplies the first by about 4 and adds $\ln4$ to the bracket of the second. The ratio falls mainly because there are many more gentle collisions, and not because the strong ones have become rarer.

## Second half: what the ratio does in a film

The symbols carried over are these. An electron of energy $E$ and wavenumber $k$ meets atoms of nuclear charge $Ze$ and screening length $R$. With $x=1-\cos\theta$, the law is $d\sigma/d\Omega=C/(x+2a)^2$, where $a=1/(4k^2R^2)$ and $C=(A/2E)^2$, $A=Ze^2/(4\pi\varepsilon_0)$. The results are

$$\sigma_{el}=\frac{\pi C}{a(1+a)},\qquad
\frac{\sigma_{tr}}{\sigma_{el}}=2a\left[(1+a)\ln\left(1+\frac1a\right)-1\right],$$

with the limit $2a[\ln(1/a)-1]$ for small $a$. The fraction of collisions below $x$ is $P(x)=(1+a)x/(x+2a)$.

Q: You justified the weight $1-\cos\theta$ by one collision. An electron in a film has many. Why should the same average govern the sequence?

A: Because the mean direction cosine is multiplied by the same factor each time. Let the electron move along the unit vector $\mathbf u$, at an angle $\alpha$ to the beam axis $\mathbf z$. After a deflection $\theta$ with azimuth $\phi$,

$$\mathbf u'=\mathbf u\cos\theta+\sin\theta\,(\mathbf e_1\cos\phi+\mathbf e_2\sin\phi),$$

where $\mathbf e_1,\mathbf e_2$ are unit vectors perpendicular to $\mathbf u$ and to each other. A central potential gives no preferred azimuth, so the terms in $\phi$ average to zero, and $\langle\cos\alpha'\rangle=\cos\alpha\,\langle\cos\theta\rangle$. If collisions are independent and $a$ stays constant, the mean after $n$ of them is

$$\langle\cos\alpha_n\rangle=g^n,\qquad g=1-\frac{\sigma_{tr}}{\sigma_{el}}.$$

Let $n_a$ be the number of atoms per volume, and define $\lambda_{el}=1/(n_a\sigma_{el})$ and $\lambda_{tr}=1/(n_a\sigma_{tr})=\lambda_{el}/(1-g)$. For randomly placed atoms, the number of collisions along a path $s$ has a Poisson distribution with mean $N=s/\lambda_{el}$. Hence

$$\langle\cos\alpha\rangle_s=\sum_{n=0}^\infty e^{-N}\frac{N^n}{n!}g^n
=e^{-N(1-g)}=e^{-s/\lambda_{tr}} .$$

The screened-Rutherford law has given both cross sections and their ratio, and the mean direction cosine has been shown to decay along the path as $e^{-s/\lambda_{tr}}$. What remains is to see whether $\lambda_{tr}$ is also a distance travelled, to work out a silicon film in numbers, and to test the model's approximations.
